# Why deformation-potential and piezoelectric scattering add without interference: a program that tests the result

```python
# RESULT UNDER TEST: for a long acoustic wave u = Re[e U exp(i q.r)] with real e,
# the electron energy per unit displacement is M = i*Xi*(q.e) + B, B real, so
# |M|^2 = Xi^2 (q.e)^2 + B^2.  For zinc blende B = -(e14/eps) h.e with
# h = 2(gy gz, gz gx, gx gy), g = q/|q|.
# Xi: deformation potential; e14: piezoelectric constant; eps: permittivity.
# Working units: eV, nm, s, elementary charge.  Material inputs are rough
# typical values in the regime of lightly doped n-type gallium arsenide.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.sparse.linalg import LinearOperator, cg
from scipy.special import wofz, gamma

qe = sc.e
hbar = sc.hbar / qe
temperature = 40.0
kT = sc.k * temperature / qe
mass = 0.067
Xi = 8.0
e14_SI = 0.16
eps_r = 13.0
C11_GPa, C12_GPa, C44_GPa = 120.0, 54.0, 60.0
density = 5300.0
carriers_cm3 = 1e13
gap_band = 1.5
lattice_nm = 0.56
q_wave = 0.10

e14 = e14_SI * 1e-18 / qe
eps = eps_r * sc.epsilon_0 * 1e-9 / qe
GPa = 1e9 * 1e-27 / qe
C11, C12, C44 = C11_GPa * GPa, C12_GPa * GPa, C44_GPa * GPa
kin = sc.hbar**2 / (2 * mass * sc.m_e) / qe * 1e18   # hbar^2/2m, eV nm^2
B0 = e14 / eps                                      # eV/nm


def piezo_vector(g):
    return 2 * np.stack([g[..., 1] * g[..., 2], g[..., 2] * g[..., 0],
                         g[..., 0] * g[..., 1]], axis=-1)


def christoffel(g):
    mat = (C12 + C44) * g[..., :, None] * g[..., None, :]
    for i in range(3):
        mat[..., i, i] = C11 * g[..., i]**2 + C44 * (1 - g[..., i]**2)
    return mat


# --- Real-space test: strain, polarization and Poisson equation on a 3D grid
N = 48
U = 1e-5                                            # nm
index = np.indices((N, N, N))


def grid_potentials(n, pol):
    n = np.array(n)
    box = 2 * np.pi * np.linalg.norm(n) / q_wave
    h = box / N
    phase = 2 * np.pi * np.tensordot(n, index, axes=1) / N

    def d(f, ax):
        return (8 * (np.roll(f, -1, ax) - np.roll(f, 1, ax))
                - (np.roll(f, -2, ax) - np.roll(f, 2, ax))) / (12 * h)

    def minus_laplacian(x):
        f = x.reshape(N, N, N)
        out = np.zeros_like(f)
        for ax in range(3):
            out += (30 * f - 16 * (np.roll(f, 1, ax) + np.roll(f, -1, ax))
                    + np.roll(f, 2, ax) + np.roll(f, -2, ax)) / (12 * h * h)
        return out.ravel()

    u = [U * pol[i] * np.cos(phase) for i in range(3)]
    v_dp = Xi * sum(d(u[i], i) for i in range(3))
    P = [e14 * (d(u[2], 1) + d(u[1], 2)),
         e14 * (d(u[0], 2) + d(u[2], 0)),
         e14 * (d(u[1], 0) + d(u[0], 1))]
    charge = -sum(d(P[i], i) for i in range(3))
    op = LinearOperator((N**3, N**3), matvec=minus_laplacian, dtype=float)
    phi, info = cg(op, charge.ravel() / eps)
    assert info == 0
    v_pz = -phi.reshape(N, N, N)
    wave = np.exp(-1j * phase)
    return (v_dp, v_pz, 2 * np.mean(v_dp * wave) / U,
            2 * np.mean(v_pz * wave) / U)


n_generic = np.array([1, 2, 3])
g = n_generic / np.linalg.norm(n_generic)
modes = np.linalg.eigh(christoffel(g))[1]
worst = 0.0
for j in range(3):
    pol = modes[:, j]
    _, _, c_dp, c_pz = grid_potentials(n_generic, pol)
    f_dp = 1j * Xi * q_wave * (g @ pol)
    f_pz = -B0 * (piezo_vector(g) @ pol)
    worst = max(worst, abs(c_dp - f_dp) / (Xi * q_wave),
                abs(c_pz - f_pz) / B0)
assert worst < 4e-3        # fourth-order differences on 16 points per period

g111 = np.ones(3) / np.sqrt(3)
v_dp, v_pz, c_dp, c_pz = grid_potentials([1, 1, 1], g111)
M_dp = 1j * Xi * q_wave
M_pz = -B0 * (piezo_vector(g111) @ g111)
assert abs(c_dp - M_dp) < 1e-3 * abs(M_dp)
assert abs(c_pz - M_pz) < 1e-3 * abs(M_pz)
phase_deg = abs(np.degrees(np.angle(c_dp / c_pz)))
assert abs(phase_deg - 90) < 1e-3


# --- Observable test: gaps between the states +q/2 and -q/2
def band_gap(v_line):
    ks = np.arange(-6, 6)
    vq = np.fft.fft(v_line) / N
    H = np.diag(kin * q_wave**2 * (ks + 0.5)**2).astype(complex)
    H += vq[(ks[:, None] - ks[None, :]) % N]
    ev = np.linalg.eigvalsh(H)
    return ev[1] - ev[0]


line_dp, line_pz = v_dp[:, 0, 0], v_pz[:, 0, 0]
gap_dp, gap_pz = band_gap(line_dp), band_gap(line_pz)
gap_both = band_gap(line_dp + line_pz)
gap_plus = band_gap(line_dp + np.roll(line_pz, N // 4))
gap_minus = band_gap(line_dp - np.roll(line_pz, N // 4))
assert abs(gap_both**2 / (gap_dp**2 + gap_pz**2) - 1) < 1e-4
shifted = sorted([gap_plus, gap_minus])
assert abs(shifted[1] / (gap_dp + gap_pz) - 1) < 1e-4
assert abs(shifted[0] / abs(gap_dp - gap_pz) - 1) < 1e-4

# --- Microscopic test: weakly charged diatomic chain without inversion centre
a, b, K1, K2, mA, mB = 1.0, 0.4, 1.0, 2.0, 1.0, 3.0


def chain_potential(q):
    off = -(K1 * np.exp(1j * q * b) + K2 * np.exp(-1j * q * (a - b)))
    off /= np.sqrt(mA * mB)
    D = np.array([[(K1 + K2) / mA, off], [np.conj(off), (K1 + K2) / mB]])
    vec = np.linalg.eigh(D)[1][:, 0]
    uA, uB = vec[0] / np.sqrt(mA), vec[1] / np.sqrt(mB)
    centre = (mA * uA + mB * uB) / (mA + mB)
    return -1j * (uA - uB) / (q * centre)    # unit: plane charge/(a*eps)


p1, p2 = chain_potential(0.10), chain_potential(0.05)
chain_limit = b - a * K2 / (K1 + K2)
assert abs(chain_potential(0.01).real / chain_limit - 1) < 1e-3
assert abs(p1.imag / p2.imag - 2) < 0.02 and abs(p1.imag) > 1e-4
assert abs(chain_potential(-0.10) - np.conj(p1)) < 1e-10
dev1, dev2 = [np.degrees(np.arctan(abs(p.imag / p.real))) for p in (p1, p2)]

# --- Degenerate modes: circular members interfere singly, not in the sum
va, vb = np.array([0.7, 0.2]), np.array([-0.3, 0.9])
circ = [np.array([1, s * 1j]) / np.sqrt(2) for s in (1, -1)]
cross_circ = [2 * np.real(1j * (va @ c) * np.conj(vb @ c)) for c in circ]
assert abs(cross_circ[0]) > 0.1 and abs(sum(cross_circ)) < 1e-12


# --- Dynamic screening by classical carriers: one species, then two
def response(z):
    return 1 + z * 1j * np.sqrt(np.pi) * wofz(z)


z0 = 0.2 + 0.5j
kernel = lambda v: np.exp(-v * v) / np.sqrt(np.pi) * v / (v - z0)
direct = (quad(lambda v: kernel(v).real, -8, 8)[0]
          + 1j * quad(lambda v: kernel(v).imag, -8, 8)[0])
assert abs(direct - response(z0)) < 1e-7
c_LA = np.sqrt((C11_GPa + 2 * C12_GPa + 4 * C44_GPa) / 3 * 1e9 / density)
n_screen = 3e15
hole_mass, Xi_valence = 0.5, 2.0
strength = n_screen * 1e-21 / (eps * kT * q_wave**2)


def relative_cross(holes):
    r = [strength * response(c_LA / np.sqrt(2 * kT * qe / (m * sc.m_e)))
         for m in (mass, hole_mass)]
    if not holes:
        r[1] = 0.0

    def electron_energy(de, dv, bare):
        # unknowns: electrostatic energy and the two induced energies
        A = np.array([[1, -1, -1], [r[0], 1, 0], [r[1], 0, 1]], complex)
        sol = np.linalg.solve(A, np.array([bare, -r[0] * de, -r[1] * dv]))
        return de + sol[0]

    x = electron_energy(M_dp, 1j * Xi_valence * q_wave, 0)
    y = electron_energy(0, 0, M_pz)
    return 2 * np.real(x * np.conj(y)) / (abs(x)**2 + abs(y)**2)


cross_one, cross_two = relative_cross(False), relative_cross(True)
assert abs(cross_one) < 1e-12 and abs(cross_two) > 1e-4
loss = 0.01
lossy = M_pz / (1 + 1j * loss)
cross_loss = 2 * np.real(M_dp * np.conj(lossy)) / (abs(M_dp)**2 + abs(lossy)**2)

# --- Momentum-relaxation rates at energy kT: formula against direct sampling
k = np.sqrt(kT / kin)
dos = k / (4 * np.pi**2 * kin)
prefactor = 2 * np.pi / hbar * dos * kT
ct, wt = np.polynomial.legendre.leggauss(32)
az = 2 * np.pi * (np.arange(64) + 0.5) / 64
CT, AZ = np.meshgrid(ct, az, indexing="ij")
ST = np.sqrt(1 - CT**2)
dirs = np.stack([ST * np.cos(AZ), ST * np.sin(AZ), CT], axis=-1)
weights = np.repeat(wt[:, None], 64, axis=1) / 128
compliance = np.linalg.inv(christoffel(dirs))
hv = piezo_vector(dirs)
avg_dp = np.sum(weights * np.einsum('...i,...ij,...j', dirs, compliance, dirs))
avg_pz = np.sum(weights * np.einsum('...i,...ij,...j', hv, compliance, hv))
rate_dp = prefactor * Xi**2 * avg_dp
rate_pz = prefactor * B0**2 * avg_pz / (2 * k**2)

rng = np.random.default_rng(7)
kk = rng.normal(size=(2, 200000, 3))
kk /= np.linalg.norm(kk, axis=-1, keepdims=True)
dq = k * (kk[1] - kk[0])
qn = np.linalg.norm(dq, axis=1)
gs = dq / qn[:, None]
stiff, vecs = np.linalg.eigh(christoffel(gs))
amp_dp = Xi * qn[:, None] * np.einsum('ni,nij->nj', gs, vecs)
amp_pz = -B0 * np.einsum('ni,nij->nj', piezo_vector(gs), vecs)
factor = (1 - np.sum(kk[0] * kk[1], axis=1))[:, None] / (stiff * qn[:, None]**2)
rate_mc = prefactor * np.mean(np.sum(factor * abs(1j * amp_dp + amp_pz)**2, 1))
rate_false = prefactor * np.mean(np.sum(factor * (amp_dp + amp_pz)**2, 1))
rate_sum = rate_dp + rate_pz
assert abs(rate_mc / rate_sum - 1) < 0.01       # sampling error
assert abs(rate_false / rate_sum - 1) < 0.015   # sampling error


def mobility(rd, rp):
    f = lambda x: x**1.5 * np.exp(-x) / (rd * np.sqrt(x) + rp / np.sqrt(x))
    tau = quad(f, 0, 50)[0] / gamma(2.5)
    return qe * tau / (mass * sc.m_e) * 1e4


mu_dp, mu_pz = mobility(rate_dp, 0), mobility(0, rate_pz)
mu_both = mobility(rate_dp, rate_pz)

# --- Sizes of neglected effects
n_nm = carriers_cm3 * 1e-21
qD2 = n_nm / (eps * kT)
Nc = 2 * (kT / (4 * np.pi * kin))**1.5 * 1e21
phonon = hbar * c_LA * q_wave * 1e9
screen_factor = quad(lambda y: 0.5 * (2*k*k*y / (2*k*k*y + qD2))**2, 0, 2,
                     points=[1e-3, 1e-2])[0]
imp = quad(lambda s: 0.5 * np.exp(2*s)
           / (eps * (2*k*k*np.exp(s) + qD2))**2, -25, np.log(2), limit=200)[0]
rate_imp = 2 * np.pi / hbar * n_nm * dos * imp
E_LO, eps_inf = 0.036, 11.0
alpha = (qe**2 / (4 * np.pi * sc.epsilon_0 * sc.hbar)
         * (1 / eps_inf - 1 / eps_r) * np.sqrt(mass * sc.m_e / (2 * E_LO * qe)))
rate_LO = (2 * alpha * E_LO / hbar / np.expm1(E_LO / kT)
           * np.sqrt(E_LO / kT) * np.arcsinh(np.sqrt(kT / E_LO)))
next_order = 2 * (abs(M_pz) * lattice_nm / Xi)**2
overlap = M_pz**2 * kin / gap_band / Xi**2

print(f"Inputs: T = {temperature:.0f} K, mass = {mass} m_e, Xi = {Xi} eV")
print(f"Inputs: e14 = {e14_SI} C/m2, relative permittivity = {eps_r}")
print(f"Inputs: C11, C12, C44 = {C11_GPa}, {C12_GPa}, {C44_GPa} GPa")
print(f"Inputs: density = {density/1000} g/cm3, carriers = {carriers_cm3:.0e} cm^-3")
print(f"Wave: longitudinal [111], q = {q_wave} nm^-1")
print(f"Wavelength = {2*np.pi/q_wave:.1f} nm")
print(f"Deformation amplitude = {M_dp.imag:.4f} i eV/nm")
print(f"Piezoelectric amplitude = {M_pz:.4f} eV/nm")
print(f"Phase difference on grid = {phase_deg:.4f} degrees")
print(f"Worst grid-formula difference, generic q = {worst:.1e} (relative)")
print(f"Squares: dp {abs(M_dp)**2:.4f}, pz {M_pz**2:.4f} (eV/nm)^2")
print(f"Correct sum = {abs(M_dp+M_pz)**2:.4f} (eV/nm)^2")
print(f"False in-phase, same sign = {(abs(M_dp)+abs(M_pz))**2:.4f} (eV/nm)^2")
print(f"False in-phase, opposite sign = {(abs(M_dp)-abs(M_pz))**2:.4f} (eV/nm)^2")
print(f"Equal amplitudes at q = {abs(M_pz)/Xi:.4f} nm^-1")
print(f"Gap test displacement = {U:.0e} nm")
print(f"Gaps: dp {gap_dp*1e6:.3f}, pz {gap_pz*1e6:.3f}, both {gap_both*1e6:.3f} micro-eV")
print(f"Gaps after quarter-wave shift: {shifted[0]*1e6:.3f}, {shifted[1]*1e6:.3f} micro-eV")
print(f"Chain inputs: a={a}, b={b}, K1={K1}, K2={K2}, mA={mA}, mB={mB} (model units)")
print(f"Chain potential limit = {chain_limit:.4f} (plane charge/(a eps))")
print(f"Chain departure from 90 deg: qa=0.10 {dev1:.3f}, qa=0.05 {dev2:.3f} degrees")
print(f"Circular-mode cross terms = {cross_circ[0]:.3f}, {cross_circ[1]:.3f} (model units)")
print(f"Thermal k at energy kT = {k:.4f} nm^-1, kT = {kT*1000:.3f} meV")
print(f"Momentum rate, deformation = {rate_dp:.3e} s^-1")
print(f"Momentum rate, piezoelectric = {rate_pz:.3e} s^-1")
print(f"Momentum rate, sum = {rate_sum:.3e} s^-1")
print(f"Momentum rate, sampled complex amplitudes = {rate_mc:.3e} s^-1")
print(f"Momentum rate, sampled false in-phase rule = {rate_false:.3e} s^-1")
print(f"Mobility, deformation only = {mu_dp:.3e} cm2/Vs")
print(f"Mobility, piezoelectric only = {mu_pz:.3e} cm2/Vs")
print(f"Mobility, both acoustic = {mu_both:.3e} cm2/Vs")
print(f"Neglected: (Debye wavevector/q)^2 = {qD2/q_wave**2:.2e}")
print(f"Neglected: screening lowers piezo rate by {100*(1-screen_factor):.2f} %")
print(f"Neglected: LA phonon energy = {phonon*1000:.3f} meV = {phonon/kT:.3f} kT")
print(f"Neglected: carriers/band density of states = {carriers_cm3/Nc:.1e}")
print(f"Neglected: kT/band gap = {kT/gap_band:.1e} (gap {gap_band} eV)")
print(f"Neglected: polar-optical absorption/acoustic rate = {rate_LO/rate_sum:.1e}")
print(f"  (optical phonon {E_LO*1000:.0f} meV, high-frequency permittivity {eps_inf})")
print(f"Neglected: impurity/acoustic rate = {rate_imp/rate_sum:.3f} (impurities = carriers)")
print(f"Neglected: even q^2 piezo correction/dp square, estimate = {next_order:.3f}")
print(f"  (length scale: lattice constant {lattice_nm} nm)")
print(f"Neglected: Bloch-overlap correction/dp square, estimate = {overlap:.3f}")
print(f"Cross term/sum, lattice loss tangent {loss} = {cross_loss:.2e}")
print(f"Screening test: n = {n_screen:.0e} cm^-3 per species, hole mass {hole_mass} m_e")
print(f"  valence deformation potential {Xi_valence} eV, strength {strength:.3f}")
print(f"Cross term/sum, one species = {abs(cross_one):.1e}")
print(f"Cross term/sum, electrons and holes = {cross_two:.2e}")
print("checks complete")
```

Output:

```
Inputs: T = 40 K, mass = 0.067 m_e, Xi = 8.0 eV
Inputs: e14 = 0.16 C/m2, relative permittivity = 13.0
Inputs: C11, C12, C44 = 120.0, 54.0, 60.0 GPa
Inputs: density = 5.3 g/cm3, carriers = 1e+13 cm^-3
Wave: longitudinal [111], q = 0.1 nm^-1
Wavelength = 62.8 nm
Deformation amplitude = 0.8000 i eV/nm
Piezoelectric amplitude = -1.6051 eV/nm
Phase difference on grid = 90.0000 degrees
Worst grid-formula difference, generic q = 5.2e-04 (relative)
Squares: dp 0.6400, pz 2.5763 (eV/nm)^2
Correct sum = 3.2163 (eV/nm)^2
False in-phase, same sign = 5.7844 (eV/nm)^2
False in-phase, opposite sign = 0.6482 (eV/nm)^2
Equal amplitudes at q = 0.2006 nm^-1
Gap test displacement = 1e-05 nm
Gaps: dp 8.000, pz 16.051, both 17.934 micro-eV
Gaps after quarter-wave shift: 8.051, 24.050 micro-eV
Chain inputs: a=1.0, b=0.4, K1=1.0, K2=2.0, mA=1.0, mB=3.0 (model units)
Chain potential limit = -0.2667 (plane charge/(a eps))
Chain departure from 90 deg: qa=0.10 1.576, qa=0.05 0.788 degrees
Circular-mode cross terms = 0.690, -0.690 (model units)
Thermal k at energy kT = 0.0779 nm^-1, kT = 3.447 meV
Momentum rate, deformation = 8.455e+09 s^-1
Momentum rate, piezoelectric = 2.958e+10 s^-1
Momentum rate, sum = 3.804e+10 s^-1
Momentum rate, sampled complex amplitudes = 3.805e+10 s^-1
Momentum rate, sampled false in-phase rule = 3.799e+10 s^-1
Mobility, deformation only = 2.336e+06 cm2/Vs
Mobility, piezoelectric only = 1.335e+06 cm2/Vs
Mobility, both acoustic = 7.652e+05 cm2/Vs
Neglected: (Debye wavevector/q)^2 = 4.04e-04
Neglected: screening lowers piezo rate by 0.27 %
Neglected: LA phonon energy = 0.357 meV = 0.104 kT
Neglected: carriers/band density of states = 4.7e-04
Neglected: kT/band gap = 2.3e-03 (gap 1.5 eV)
Neglected: polar-optical absorption/acoustic rate = 5.8e-03
  (optical phonon 36 meV, high-frequency permittivity 11.0)
Neglected: impurity/acoustic rate = 0.442 (impurities = carriers)
Neglected: even q^2 piezo correction/dp square, estimate = 0.025
  (length scale: lattice constant 0.56 nm)
Neglected: Bloch-overlap correction/dp square, estimate = 0.015
Cross term/sum, lattice loss tangent 0.01 = 7.98e-03
Screening test: n = 3e+15 cm^-3 per species, hole mass 0.5 m_e
  valence deformation potential 2.0 eV, strength 0.121
Cross term/sum, one species = 0.0e+00
Cross term/sum, electrons and holes = 1.35e-02
checks complete
```
